# Bounding a failure rate from a gate-stress test without failures

## Question

A batch of 77 silicon carbide power transistors is put on a high-temperature gate-bias test: 20 V on the gate, 175 °C, for 1000 h. At the end every device still works. Each device either fails once or survives, and failed devices are not replaced.

Unless a part says otherwise, assume that

- the lifetimes of the devices are statistically independent;
- all devices have the same hazard $\lambda$, constant in time, at the test conditions;
- every failure is detected.

The hazard is the probability of failure per unit time for a device that has survived so far. Write $N$ for the number of devices, $t$ for the test time and $C$ for the confidence level. One FIT is one failure per $10^9$ device-hours.

## Part (a)

**Derive the probability that one device survives the test, and the probability $P_0$ that all $N$ survive.**

### Answer

Let $S(t')$ be the probability that a device is alive at time $t'$. To be alive at $t'+dt'$ it must be alive at $t'$ and not fail in the next interval, which has probability $1-\lambda\,dt'$. Hence

$$S(t'+dt')=S(t')(1-\lambda\,dt')\quad\Rightarrow\quad \frac{dS}{dt'}=-\lambda S .$$

Dividing by $S$ and integrating from $0$ to $t$, with $S(0)=1$ because all devices work at the start, gives

$$\ln S(t)-\ln 1=-\lambda t\quad\Rightarrow\quad S(t)=e^{-\lambda t}.$$

Independent probabilities multiply, so

$$P_0(\lambda)=\left(e^{-\lambda t}\right)^N=e^{-N\lambda t}.$$

Devices and hours enter only through the product $Nt$, the device-hours. This is a consequence of the constant hazard: a device that has run for 900 h is then as good as a new one. Part (e) shows what happens without it.

## Part (b)

**Define a one-sided upper confidence bound $\lambda_U$ for a test without failures, and calculate it for $C=0.90$. Why is a bound quoted and not an estimate?**

### Answer

$P_0$ falls steadily as $\lambda$ grows. A large hazard is therefore hard to reconcile with a clean test. The bound is the hazard at which a clean test has probability $1-C$:

$$e^{-N\lambda_U t}=1-C .$$

Taking logarithms and dividing by $-Nt$,

$$\boxed{\lambda_U=\frac{-\ln(1-C)}{Nt}}$$

The logarithm is negative because $1-C<1$, so $\lambda_U$ is positive. For the given test,

$$Nt=77\times1000\ \text{h}=77\,000\ \text{h},\qquad -\ln 0.10=2.3026,$$

$$\lambda_U=\frac{2.3026}{77\,000\ \text{h}}=2.99\times10^{-5}\ \text{h}^{-1}\approx 29\,900\ \text{FIT}.$$

Any hazard above this value would have let the test pass without failure less than 10 percent of the time.

The value of $\lambda$ that makes the observed result most probable is $\lambda=0$, since $P_0$ is largest there. That estimate says nothing about how bad the devices might be; the bound does. At $\lambda=\lambda_U$ one device survives with probability $0.9705$ and fails with probability $0.0295$, so $77\times0.0295\approx2.3$ failures would be expected. The clean test thus excludes, at this confidence, rates that would have produced more than about 2.3 failures on average.

No small-$\lambda t$ approximation was made. Replacing the failure probability $1-e^{-\lambda t}$ by $\lambda t$ would give $0.0295/1000\ \text{h}=2.95\times10^{-5}\ \text{h}^{-1}$, about 1.5 percent below $\lambda_U$.

The limits are sensible. More device-hours lower the bound in inverse proportion; with no device-hours it is infinite; and as $C\to1$ it also grows without limit, because no finite test can exclude a given rate with certainty.

## Part (c)

**What does "90 percent" mean? Show that the procedure, extended to any number of failures, gives a true bound with probability at least $C$, whatever the value of $\lambda$. Then find the bound if one failure had in fact been overlooked.**

### Answer

The hazard $\lambda$ is a fixed, unknown number. What varies from one repetition of the test to another is the number of failures $R$, and with it the calculated bound. The 90 percent is the guaranteed minimum frequency with which the bound lies at or above the true $\lambda$. It is not a probability that $\lambda$ lies below $2.99\times10^{-5}\ \text{h}^{-1}$; such a statement would need a prior distribution for $\lambda$.

Each device fails during the test with probability $p=1-e^{-\lambda t}$, so $R$ is binomial. Let $F(r;\lambda)$ be the probability that $R\le r$. For $r<N$ define the bound $L(r)$ by

$$F(r;L(r))=1-C,$$

and set $L(N)=\infty$. For $r=0$ this is the condition of part (b).

First, $F$ decreases with $\lambda$ when $r<N$. Write each lifetime as $X_i/\lambda$, where $X_i$ is exponentially distributed with mean 1. Raising $\lambda$ with the $X_i$ held fixed shortens every lifetime, so the number of failures cannot fall. With non-zero probability it rises from 0 to $N$, which happens when all $X_i$ lie between the old and new values of $\lambda t$. The decrease is therefore strict. It follows that

$$L(r)<\lambda\quad\Longleftrightarrow\quad F(r;\lambda)<1-C .$$

Second, $F$ increases with $r$. The counts that give a false bound are therefore the lowest ones, $0,1,\dots,r^*$, if there are any. The probability of obtaining one of them is

$$P(R\le r^*)=F(r^*;\lambda)<1-C .$$

The bound is false with probability below $1-C$, and true with probability above $C$, which proves the claim.

The defining property of the zero-failure bound was also tested by simulation. In 100 000 simulated tests with $\lambda=\lambda_U$, a fraction $0.0989$ had no failure, against the expected $0.1000$, with a sampling error of $0.0009$.

If one failure was overlooked, the correct count is $r=1$. With $s=e^{-\lambda t}$, the probability of at most one failure is the sum of the terms for none and one:

$$s^{77}+77(1-s)s^{76}=0.10 .$$

The numerical solution is $\lambda=5.085\times10^{-5}\ \text{h}^{-1}$, which is 1.70 times the zero-failure bound. One undetected failure costs 70 percent of the quoted value.

## Part (d)

**Show that $\lambda_U=\chi^2_{C,2}/(2Nt)$, where $\chi^2_{C,2}$ is the $C$-quantile of the chi-square distribution with two degrees of freedom. Compare other confidence levels, and find how many devices must survive 1000 h to demonstrate 100 FIT at $C=0.90$.**

### Answer

The chi-square density for two degrees of freedom is $\tfrac12e^{-x/2}$. The quantile $x$ satisfies

$$C=\int_0^x\tfrac12e^{-x'/2}\,dx'=1-e^{-x/2}\quad\Rightarrow\quad x=-2\ln(1-C).$$

Dividing by $2Nt$ cancels the factor 2 and gives the result of part (b).

For the same 77 000 device-hours, $C=0.60$ gives $1.19\times10^{-5}\ \text{h}^{-1}$ and $C=0.95$ gives $3.89\times10^{-5}\ \text{h}^{-1}$. The same data thus yield numbers that differ by more than a factor of three, so a bound without its confidence level has no definite meaning. The value for $C=0.95$ is also the upper end of a two-sided 90 percent interval with 5 percent allotted to each side. It must not be confused with the one-sided 90 percent bound.

To demonstrate a rate $\lambda^*$ we need $\lambda_U\le\lambda^*$, that is

$$N\ge\frac{-\ln(1-C)}{\lambda^*t}.$$

For $\lambda^*=100\ \text{FIT}=10^{-7}\ \text{h}^{-1}$ the right-hand side is $2.3026/10^{-4}\approx23\,026$, and rounding up gives 23 026 devices.

Such a plan does not ensure that good devices pass. If their true rate is exactly 100 FIT, the test is clean with probability about $0.10$. If it is ten times lower, the exponent $N\lambda t$ is $0.230$ and the probability is $e^{-0.230}\approx0.79$.

## Part (e)

**Suppose the hazard is not constant and the lifetimes follow a Weibull law, $S(t)=\exp[-(t/\eta)^b]$, with known shape $b$ and unknown time scale $\eta$. What does the clean test bound now? Evaluate the consequences at 10 000 h under the same stress for $b=0.5$, $1$ and $2$.**

### Answer

Define the cumulative hazard $H(t)=-\ln S(t)=(t/\eta)^b$. A clean test has probability $e^{-NH(t)}$. Setting this equal to $1-C$ gives the bound

$$H_U(t)=\frac{-\ln(1-C)}{N}=\frac{2.3026}{77}=0.0299=\lambda_Ut .$$

The test therefore bounds the mean hazard over the test, $H(t)/t$, by the same $\lambda_U$ for every $b$. The hazard at a given moment is different. Differentiating,

$$h(t)=\frac{dH}{dt}=\frac{b}{t}\left(\frac{t}{\eta}\right)^b=\frac{bH(t)}{t},$$

so at the end of the test it is bounded by $b\lambda_U$. At a later time $\tau$,

$$H(\tau)=\left(\frac{\tau}{\eta}\right)^b=H(t)\left(\frac{\tau}{t}\right)^b .$$

Dividing by $\tau$ and inserting $H_U(t)=\lambda_Ut$ gives the bound on the mean hazard up to $\tau$:

$$\frac{H_U(\tau)}{\tau}=\lambda_U\left(\frac{\tau}{t}\right)^{b-1}.$$

The bound on the fraction failed by then is $1-e^{-H_U(\tau)}$. For $\tau/t=10$:

| $b$ | Hazard at 1000 h (h⁻¹) | Mean hazard to 10 000 h (h⁻¹) | Fraction failed by 10 000 h |
|---|---|---|---|
| 0.5 | $1.50\times10^{-5}$ | $9.5\times10^{-6}$ | 0.09 |
| 1 | $2.99\times10^{-5}$ | $2.99\times10^{-5}$ | 0.26 |
| 2 | $5.98\times10^{-5}$ | $2.99\times10^{-4}$ | 0.95 |

All entries are upper bounds. For $b<1$ the hazard falls with time, as when weak devices fail early. For $b>1$ it rises, which is wear-out. With $b=2$ the same clean test is compatible with the loss of 95 percent of the devices by 10 000 h. The constant-hazard result must therefore not be carried beyond the test time without evidence about the shape. The same caution applies to the reciprocal $1/\lambda_U\approx33\,400$ h, which is a lower bound on the mean life if the hazard stays constant over the whole life of the devices. A test of 1000 h cannot show that.

## Part (f)

**Convert the bound to use at 18 V and 125 °C. Take an oxide thickness of 50 nm and assume $\lambda\propto\exp(-E_a/kT)\exp(\gamma E)$, with $E_a=0.70$ eV and $\gamma=3.5$ cm/MV. Here $E$ is the oxide field, taken as gate voltage over thickness. Discuss how far the result can be trusted.**

### Answer

The unknown prefactor cancels in the ratio of the two hazards:

$$A=\frac{\lambda_{\rm test}}{\lambda_{\rm use}}=\exp\!\left[\frac{E_a}{k}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm test}}\right)\right]\exp\!\left[\gamma(E_{\rm test}-E_{\rm use})\right].$$

Both exponents are positive, because the test is hotter and its field higher. With $k=8.6173\times10^{-5}$ eV/K, $T_{\rm use}=398.15$ K and $T_{\rm test}=448.15$ K, the temperature exponent is

$$\frac{0.70}{8.6173\times10^{-5}}\left(\frac1{398.15}-\frac1{448.15}\right)=2.276,$$

which gives a factor $9.74$. The fields are $20\ \text{V}/50\ \text{nm}=4.00$ MV/cm and $18\ \text{V}/50\ \text{nm}=3.60$ MV/cm, so the field factor is $e^{3.5\times0.40}=4.06$. A voltage offset from the flat-band voltage and surface potential changes both fields, but cancels in their difference if it is the same at both conditions. Altogether $A=39.5$, and

$$\lambda_{U,\rm use}=\frac{2.99\times10^{-5}\ \text{h}^{-1}}{39.5}=7.6\times10^{-7}\ \text{h}^{-1}\approx760\ \text{FIT}.$$

The 90 percent confidence covers the randomness of the failures, not the uncertainty of $A$. If $E_a$ were 0.50 eV with all else fixed, the temperature factor would shrink by $e^{2.276\times0.20/0.70}=1.9$, and the bound would rise to about 1450 FIT. The product form also treats $\gamma$ as independent of temperature. In the thermochemical field model $\gamma\propto1/T$, and $E_a$ must then be the effective value at the use field; if 0.70 eV were instead the zero-field value, with $\gamma=3.5$ cm/MV at the test temperature, $A$ would fall to about 8.1 and the bound would rise to about 3700 FIT. The conversion also requires the same failure mechanism at both conditions.

For a constant hazard, dividing the hazard by $A$ and stretching every lifetime by $A$ are the same thing; for $b\ne1$ they are not. Dividing the hazard at each time by $A$ would give a bound on $H$ at 10 000 h of use of $0.0299\times10^b/39.5$, that is $0.076$ for $b=2$ and $0.0024$ for $b=0.5$, so the choice is a further assumption. If the stress shortens every lifetime by the factor $A$ and leaves $b$ unchanged, 10 000 h of use correspond to $10\,000/39.5\approx253$ h of test. This lies inside the tested period, so for this mission the extrapolation of part (e) is not needed. That holds only up to $39.5\times1000\ \text{h}\approx39\,500$ h of use, about 4.5 years; ten years of continuous use correspond to about 2200 h of test, where the bound on the failed fraction is $0.064$ for $b=1$ but $0.14$ for $b=2$. We return to 10 000 h of use. The bound on $H$ is then $0.0299\times0.253^b$: about $0.0076$ for $b=1$, $0.0019$ for $b=2$ and $0.015$ for $b=0.5$. Up to this time the constant-hazard bound on $H$ is cautious for wear-out with $b=2$. For early failures with $b=0.5$ it is too low, by a factor of two at 10 000 h of use and by more at earlier times: at 1000 h of use, which correspond to 25.3 h of test, the factor is $0.0253^{-0.5}\approx6.3$.

**Comparison with real devices.** The oxide thickness, voltages and temperatures are rough typical values for silicon carbide power transistors; $E_a$ and $\gamma$ are assumptions that depend on the mechanism. Real gate oxides break the assumption of constant hazard: intrinsic breakdown is a wear-out process, while oxide defects cause early failures. Parts (e) and (f) give the size of the change for the chosen shapes only. Intrinsic breakdown of thick oxides usually has a shape well above 2, and the clean test then says little beyond the time it covers: for $b=5$ the bound on the failed fraction after ten years of use is already about $0.8$. A shift of threshold voltage can partly recover once the bias is removed, so a late measurement may hide a failure; one such case raises the bound by the factor 1.70 of part (c). Devices from one production lot may also share a weakness. In the extreme case of identical lifetimes the 77 devices carry the information of one, and the bound at test conditions becomes $2.3026/1000\ \text{h}=2.3\times10^{-3}\ \text{h}^{-1}$, 77 times larger.

The main input values and results are collected in the numerical output below.

## Calculated quantities

```
devices: 77
test time: 1000 h
confidence level, one-sided: 0.90
device-hours: 77000 h
-ln(1-C): 2.3026
upper bound on rate: 2.990e-05 per h
upper bound on rate: 29904 FIT
reciprocal of bound (lower bound on mean life): 33441 h
bound by numerical hazard equation: 2.990e-05 per h
bound by chi-square quantile: 2.990e-05 per h
one-device survival at bound: 0.9705
one-device failure probability at bound: 0.0295
simulated tests: 100000
simulated clean fraction at bound: 0.0989
sampling error of that fraction: 0.0009
lowest coverage found over all rates: 0.9000
bound at one-sided confidence 0.60: 1.190e-05 per h
bound at one-sided confidence 0.95: 3.891e-05 per h
bound if one failure was missed: 5.085e-05 per h
ratio to zero-failure bound: 1.70
devices needed for 100 FIT in 1000 h: 23026
later time for Weibull comparison: 10000 h
Weibull shape 0.5: hazard bound at test end: 1.495e-05 per h
  mean hazard bound to later time: 9.456e-06 per h
  failed fraction bound at later time: 0.090
Weibull shape 1.0: hazard bound at test end: 2.990e-05 per h
  mean hazard bound to later time: 2.990e-05 per h
  failed fraction bound at later time: 0.258
Weibull shape 2.0: hazard bound at test end: 5.981e-05 per h
  mean hazard bound to later time: 2.990e-04 per h
  failed fraction bound at later time: 0.950
oxide thickness: 50 nm
gate voltage, test and use: 20 V, 18 V
oxide field, test and use: 4.00, 3.60 MV/cm
temperature, test and use: 175, 125 deg C
temperature, test and use: 448.15, 398.15 K
activation energy (assumed): 0.70 eV
field acceleration (assumed): 3.5 cm/MV
Boltzmann constant: 8.6173e-05 eV/K
temperature acceleration factor: 9.74
field acceleration factor: 4.06
total acceleration factor: 39.5
bound at use conditions: 7.57e-07 per h
bound at use conditions: 757 FIT
```
